# How Interstitial Clusters Pin Supersaturation and Prolong Enhanced Dopant Diffusion: verification in Python

```python
"""
Result under test: interstitial clusters that capture and emit hold the free
interstitial concentration I just below I_sat = g/(k D) while k Q R >> 1, so a
larger clustered dose Q prolongs enhanced dopant diffusion at nearly fixed rate.
Symbols: D interstitial diffusivity, I_eq equilibrium concentration, k = 4 pi a
with capture radius a, g emission rate per stored interstitial, R sheet depth,
u = k Q R, delta = I_sat - I_eq, T = 1/(k D delta).
The coupled depth equations are integrated numerically and compared with the
closed formulas. Lengths are in cm unless a name says nm.
"""
import numpy as np
from scipy.constants import Boltzmann, elementary_charge, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.special import erfc, wrightomega

NM = 1e-7                       # cm per nm
temperature = 800 + zero_Celsius
radius = 0.3 * NM
binding = 1.8                   # eV
D = 1e-6                        # cm^2/s
I_eq = 1e10                     # cm^-3
R = 100 * NM
D_dopant_eq = 1e-17             # cm^2/s
k = 4 * np.pi * radius
kT = Boltzmann * temperature / elementary_charge

REF = 1e13                      # concentration scale of the solver, cm^-3
n = 100
dx = 2.5 * NM
x = dx * np.arange(1, n + 1)
sheet_node = int(round(R / dx)) - 1
s_eq = I_eq / REF


def emission_rate(energy):
    return D / radius**2 * np.exp(-energy / kT)


def anneal(clusters, free_excess, g, t_end, rtol=1e-6):
    """Integrate free and stored interstitials; also accumulate the time
    integral of the excess at the deepest node and at depth R."""
    c_ref = clusters.max()
    ratio = c_ref / REF
    capture = k * D * REF
    lap = (np.diag(-2 * np.ones(n)) + np.diag(np.ones(n - 1), 1)
           + np.diag(np.ones(n - 1), -1))
    lap[-1, -1] = -1            # no flux through the deep side
    lap *= D / dx**2
    base = np.zeros((2 * n + 2, 2 * n + 2))
    base[:n, :n] = lap
    base[2 * n, n - 1] = 1
    base[2 * n + 1, sheet_node] = 1
    i = np.arange(n)

    def rhs(t, y):
        s, c = y[:n], y[n:2 * n]
        net = capture * c * s - g * c
        out = np.empty_like(y)
        out[:n] = lap @ (s - s_eq) - ratio * net
        # the surface node sits at s_eq, so lap acts on the excess
        out[n:2 * n] = net
        out[2 * n] = s[-1] - s_eq
        out[2 * n + 1] = s[sheet_node] - s_eq
        return out

    def jac(t, y):
        s, c = y[:n], y[n:2 * n]
        J = base.copy()
        by_s, by_c = capture * c, capture * s - g
        J[i, i] -= ratio * by_s
        J[i, n + i] = -ratio * by_c
        J[n + i, i] = by_s
        J[n + i, n + i] = by_c
        return J

    y0 = np.concatenate([s_eq + free_excess / REF, clusters / c_ref, [0, 0]])
    atol = np.concatenate([np.full(n, 1e-7), np.full(n, 1e-10), [1e-6, 1e-6]])
    sol = solve_ivp(rhs, (0, t_end), y0, method="BDF", jac=jac,
                    rtol=rtol, atol=atol)
    assert sol.success
    excess = (sol.y[n - 1] - s_eq) * REF
    return sol.t, excess, sol.y[2 * n] * REF, sol.y[2 * n + 1] * REF


def fall_time(t, excess, level):
    j = np.nonzero(excess > level)[0][-1]
    w = (excess[j] - level) / (excess[j] - excess[j + 1])
    return t[j] + w * (t[j + 1] - t[j])


def sheet_run(dose, energy):
    g = emission_rate(energy)
    delta = g / (k * D) - I_eq
    T = 1 / (k * D * delta)
    u0 = k * dose * R
    clusters = np.zeros(n)
    clusters[sheet_node] = dose / dx
    t, excess, G, _ = anneal(clusters, np.zeros(n), g, 1.5 * u0 * T + 30 * T)
    u = wrightomega(u0 + np.log(u0) - t / T).real
    late = t > 0.01             # after the initial filling of the depth grid
    error = np.max(np.abs(excess / delta - u / (1 + u))[late])
    assert error < 0.02, error
    assert abs(G[-1] / (dose * R / D) - 1) < 2e-3
    return t, excess, G, delta, T, u0, error


g = emission_rate(binding)
I_sat = g / (k * D)
assert abs(I_sat * 4 * np.pi * radius**3 / np.exp(-binding / kT) - 1) < 1e-12
print(f"temperature: {temperature:.2f} K; k_B T: {kT:.5f} eV")
print(f"capture radius: {radius/NM:.2f} nm; binding energy: {binding:.2f} eV")
print(f"D: {D:.1e} cm^2/s; I_eq: {I_eq:.1e} cm^-3; depth R: {R/NM:.0f} nm")
print(f"equilibrium dopant diffusivity: {D_dopant_eq:.1e} cm^2/s")
print(f"k = 4 pi a: {k:.4e} cm; emission rate g: {g:.4f} 1/s")
print(f"I_sat: {I_sat:.4e} cm^-3; I_sat/I_eq: {I_sat/I_eq:.1f}")
print(f"delta: {I_sat-I_eq:.4e} cm^-3; T: {1/(k*D*(I_sat-I_eq)):.4f} s")
print(f"dose at which u = 1: {1/(k*R):.3e} cm^-2")

probe = 10.0
doses = [2.5e13, 5e13, 1e14, 2e14]
levels, halves, early, total = [], [], [], []
print("sheet runs; level = I/I_eq at 10 s; Dt = extra dopant Dt")
for dose in doses:
    t, excess, G, delta, T, u0, error = sheet_run(dose, binding)
    half = fall_time(t, excess, delta / 2)
    half_formula = T * (u0 - 1 + np.log(u0))
    assert abs(half / half_formula - 1) < 3e-3
    levels.append(1 + np.interp(probe, t, excess) / I_eq)
    halves.append(half)
    early.append(D_dopant_eq * np.interp(probe, t, G) / I_eq)
    total.append(D_dopant_eq * G[-1] / I_eq)
    print(f" dose {dose:.1e} cm^-2: u0 {u0:.1f}, level {levels[-1]:.1f}")
    print(f"  half-time {half:.2f} s, formula {half_formula:.2f} s,"
          f" QR/(D delta) {u0*T:.2f} s")
    print(f"  Dt at 10 s {early[-1]:.4e} cm^2, final {total[-1]:.4e} cm^2")
    print(f"  largest gap to sheet law {error:.1e} of delta")
    if dose == 1e14:
        main = (t, excess, G, half, delta, u0 * T)
assert max(levels) / min(levels) < 1.03
assert max(early) / min(early) < 1.03
assert abs(halves[-1] / halves[0] / 8 - 1) < 0.06
assert abs(total[-1] / total[0] / 8 - 1) < 3e-3

# Too few clusters: the level itself now rises with dose.
low_levels = []
for dose in [1e11, 2e11]:
    t, excess, G, delta, T, u0, error = sheet_run(dose, binding)
    low_levels.append(excess.max() / delta)
    print(f"low dose {dose:.1e} cm^-2: u0 {u0:.3f},"
          f" peak excess/delta {low_levels[-1]:.3f}")
assert low_levels[1] / low_levels[0] > 1.3

# Weaker binding: higher and shorter plateau, unchanged time integral.
t, excess, G, delta, T, u0, error = sheet_run(1e14, 1.7)
half_weak = fall_time(t, excess, delta / 2)
level_weak = 1 + np.interp(probe, t, excess) / I_eq
assert level_weak > 2 * levels[2] and half_weak < halves[2] / 2
assert abs(G[-1] / main[2][-1] - 1) < 3e-3
print(f"binding 1.70 eV, dose 1.0e+14 cm^-2: level at 10 s {level_weak:.1f},"
      f" half-time {half_weak:.2f} s")
print(f" final extra Dt: {D_dopant_eq*G[-1]/I_eq:.4e} cm^2")

# Broad cluster layer, first all stored, then with some interstitials free.
sigma = 20 * NM
shape = np.exp(-(x - R)**2 / (2 * sigma**2))
broad = 1e14 * shape / (shape.sum() * dx)
delta = I_sat - I_eq
mean_min = R - sigma / np.sqrt(2 * np.pi)   # mean of min(x', R)
for free_share in [0.0, 0.1]:
    dose = 1e14 * (1 + free_share)
    t, excess, G, G_mid = anneal(broad, free_share * broad, g,
                                 1.5 * dose * R / (D * delta), rtol=1e-5)
    deep_ratio = G[-1] / (dose * R / D)
    mid_ratio = G_mid[-1] / (dose * mean_min / D)
    assert abs(deep_ratio - 1) < 3e-3 and abs(mid_ratio - 1) < 3e-3
    assert abs(np.interp(1.0, t, excess) / delta - 1) < 0.02
    print(f"broad layer, sigma {sigma/NM:.0f} nm, free/stored {free_share:.1f}:")
    print(f" time integral/formula: deep {deep_ratio:.5f},"
          f" at R {mid_ratio:.5f}")
    if free_share == 0:
        half_broad = fall_time(t, excess, delta / 2)
        assert abs(half_broad / (dose * R / (D * delta)) - 1) < 0.05
        print(f" half-time: {half_broad:.2f} s")
    else:
        peak = (excess.max() + I_eq) / I_sat
        first_below = np.argmax(excess) + np.argmax(
            excess[np.argmax(excess):] < 1.05 * delta)
        assert peak > 2 and t[first_below] < 1
        print(f" burst peak I/I_sat: {peak:.1f}; excess back below"
              f" 1.05 delta after {t[first_below]:.1e} s")

# Buried dopant marker below the damage, diffused with the computed I(t).
t, excess, G, half, delta, duration = main
dz = 2.5                        # nm
z = np.arange(-150, 150 + dz / 2, dz)
marker = np.exp(-z**2 / (2 * 10.0**2))


def marker_rate(time, A):
    diffusivity = D_dopant_eq * (1 + np.interp(time, t, excess) / I_eq) / NM**2
    flux = -diffusivity * np.diff(A) / dz
    return -np.diff(np.concatenate([[0], flux, [0]])) / dz


run = solve_ivp(marker_rate, (0, t[-1]), marker, rtol=1e-7, atol=1e-10,
                max_step=0.5)
assert run.success
final = run.y[:, -1]
variance_start = np.sum(z**2 * marker) / marker.sum()
variance_end = np.sum(z**2 * final) / final.sum()
extra_Dt = D_dopant_eq * 1e14 * R / (D * I_eq)
growth = 2 * (extra_Dt + D_dopant_eq * t[-1]) / NM**2
assert abs((variance_end - variance_start) / growth - 1) < 5e-3
print(f"extra Dt formula, dose 1.0e+14 cm^-2: {extra_Dt:.4e} cm^2"
      f" = {extra_Dt/NM**2:.2f} nm^2")
print(f"marker width (standard deviation): {np.sqrt(variance_start):.2f} nm"
      f" to {np.sqrt(variance_end):.2f} nm")
print(f"marker variance growth: {variance_end-variance_start:.2f} nm^2,"
      f" formula {growth:.2f} nm^2")

# Interstitials taken up by a thick wafer behind a pinned sheet.
length = np.sqrt(D * duration)
uptake = delta * length * quad(lambda q: erfc(q / 2), 0, 40)[0]
uptake_formula = 2 * delta * np.sqrt(D * duration / np.pi)
assert abs(uptake / uptake_formula - 1) < 1e-6
print(f"thick-wafer uptake in {duration:.1f} s: {uptake:.2e} cm^-2,"
      f" share of dose {uptake/1e14:.1e}")
print("done: every assertion held")
```

It prints:

```
temperature: 1073.15 K; k_B T: 0.09248 eV
capture radius: 0.30 nm; binding energy: 1.80 eV
D: 1.0e-06 cm^2/s; I_eq: 1.0e+10 cm^-3; depth R: 100 nm
equilibrium dopant diffusivity: 1.0e-17 cm^2/s
k = 4 pi a: 3.7699e-07 cm; emission rate g: 3.9130 1/s
I_sat: 1.0380e+13 cm^-3; I_sat/I_eq: 1038.0
delta: 1.0370e+13 cm^-3; T: 0.2558 s
dose at which u = 1: 2.653e+11 cm^-2
sheet runs; level = I/I_eq at 10 s; Dt = extra dopant Dt
 dose 2.5e+13 cm^-2: u0 94.2, level 1019.6
  half-time 25.02 s, formula 25.02 s, QR/(D delta) 24.11 s
  Dt at 10 s 1.0230e-13 cm^2, final 2.5000e-13 cm^2
  largest gap to sheet law 1.5e-04 of delta
 dose 5.0e+13 cm^-2: u0 188.5, level 1031.1
  half-time 49.30 s, formula 49.30 s, QR/(D delta) 48.22 s
  Dt at 10 s 1.0308e-13 cm^2, final 5.0000e-13 cm^2
  largest gap to sheet law 1.6e-04 of delta
 dose 1.0e+14 cm^-2: u0 377.0, level 1034.9
  half-time 97.70 s, formula 97.70 s, QR/(D delta) 96.44 s
  Dt at 10 s 1.0340e-13 cm^2, final 1.0000e-12 cm^2
  largest gap to sheet law 1.9e-04 of delta
 dose 2.0e+14 cm^-2: u0 754.0, level 1036.5
  half-time 194.31 s, formula 194.31 s, QR/(D delta) 192.87 s
  Dt at 10 s 1.0355e-13 cm^2, final 2.0000e-12 cm^2
  largest gap to sheet law 2.2e-04 of delta
low dose 1.0e+11 cm^-2: u0 0.377, peak excess/delta 0.273
low dose 2.0e+11 cm^-2: u0 0.754, peak excess/delta 0.429
binding 1.70 eV, dose 1.0e+14 cm^-2: level at 10 s 3048.9, half-time 33.11 s
 final extra Dt: 1.0000e-12 cm^2
broad layer, sigma 20 nm, free/stored 0.0:
 time integral/formula: deep 1.00000, at R 1.00011
 half-time: 96.93 s
broad layer, sigma 20 nm, free/stored 0.1:
 time integral/formula: deep 1.00000, at R 1.00011
 burst peak I/I_sat: 394.9; excess back below 1.05 delta after 4.4e-04 s
extra Dt formula, dose 1.0e+14 cm^-2: 1.0000e-12 cm^2 = 100.00 nm^2
marker width (standard deviation): 10.00 nm to 17.33 nm
marker variance growth: 200.30 nm^2, formula 200.30 nm^2
thick-wafer uptake in 96.4 s: 1.15e+11 cm^-2, share of dose 1.1e-03
done: every assertion held
```
